Permutation-invariant Lindblad dynamics: local jumps between total-spin sectors

**Where the symmetric ladder fails**

Take twenty two-level emitters, all excited. Under collective decay they descend a ladder of N+1 states with total spin j = N/2, and it is tempting to keep this ladder when each emitter can also lose its excitation locally at rate γ. The total local loss rate is then 20γ, but only 1γ of it stays on the ladder. The other 19γ leads to j = 9, which the ladder does not contain.

Keeping the full density matrix cures this at a cost of 4^N elements, about 1.1×10¹² for N = 20. When all sites are treated alike, permutation symmetry allows a much smaller description that still admits every j. It needs the rates at which local jumps move weight between values of j.

**The model**

Let s₋, s₊, s_z be spin-1/2 operators (ħ = 1), J their sum over sites, and

dρ/dt = −i[H,ρ] + Γ D[J₋]ρ + Σ_μ Σ_n D[L_μ^(n)]ρ,
D[A]ρ = AρA† − ½{A†A,ρ}.

H commutes with all permutations of the sites, and so does the initial ρ. Each local jump is the same on every site, with its rate absorbed:

L = λ₋s₋ + λ₊s₊ + λ_z s_z.

An identity part is no restriction. Expanding D[L+c] leaves D[L]ρ + ½c*[L,ρ] − ½c[L†,ρ], so c merely adds (i/2)(c*L − cL†) on each site to H.

**What has to be stored**

Group the states as |j,m,k⟩, where k = 1…d_j labels the different multiplets of the same j. Collective operators change m but neither j nor k. The states with J_z = j number C(N,N/2+j), and those belonging to larger spins number C(N,N/2+j+1). Hence

d_j = C(N,N/2+j) − C(N,N/2+j+1)
 = N! [(N/2+j+1) − (N/2−j)] / [(N/2−j)!(N/2+j+1)!]
 = N!(2j+1) / [(N/2−j)!(N/2+j+1)!].

A permutation-invariant operator is a sum of symmetrized products of one-site operators. Each such product is a polynomial in J_x, J_y, J_z. For two sites,

Σ_{i≠k} A_i B_k = (Σ_i A_i)(Σ_k B_k) − Σ_i (AB)_i,

and longer products reduce in the same way, by induction on the number of distinct sites. The density matrix therefore acts as the identity on k:

ρ = ⊕_j ρ_j ⊗ 1/d_j.

There are no coherences between different j, and Tr ρ_j = p_j is the weight of the sector. Conversely, permutations commute with J and so act on k alone, which makes every operator of this form invariant.

The number of elements is f(N) = Σ_j (2j+1)² = (N+1)(N+2)(N+3)/6. Indeed, going from N−2 to N adds one sector of (N+1)² elements, and

f(N) − f(N−2) = (N+1)[(N²+5N+6) − (N²−N)]/6 = (N+1)²,

with f(0) = 1 and f(1) = 4. For N = 20 this gives 1771.

**One site is enough**

A single local jump breaks permutation symmetry, but the sum over sites restores it. The result again has the block form, so its block in sector j′ is found by tracing over k. The term for site n is a permuted copy of the term for site N, because ρ is invariant. The permutation acts on k alone and drops out of the trace. All sites contribute equally, so the block is N times the contribution of the last site.

Now build k by coupling the first N−1 spins to spin l, then adding the last one. For given j, l = j−½ or j+½. The last-site jump changes neither l nor the multiplet label of the first N−1 spins. Each l therefore contributes separately, weighted by its fraction of the d_j multiplets:

p₋ = d_{j−1/2}^{(N−1)}/d_j = 2j(N/2+j+1)/[N(2j+1)],
p₊ = d_{j+1/2}^{(N−1)}/d_j = (2j+2)(N/2−j)/[N(2j+1)].

These follow by cancelling factorials. For p₋, (N/2+j+1)!/(N/2+j)! leaves N/2+j+1; for p₊, (N/2−j)!/(N/2−j−1)! leaves N/2−j. Their numerators add to N(2j+1), so p₋+p₊ = 1.

Since j′ must also equal l±½, a jump can change j by at most one. Moving down requires l = j−½, and moving up requires l = j+½.

**Jumps that keep j**

Within one multiplet a vector operator is proportional to J (the projection theorem), so s = gJ. Squaring l = J−s gives

s·J = ½[j(j+1) + ¾ − l(l+1)] = g j(j+1).

For l = j−½, l(l+1) = j²−¼ and the bracket is j+1. For l = j+½, l(l+1) = j²+2j+¾ and the bracket is −j. Thus

g₋ = 1/(2j), g₊ = −1/[2(j+1)].

The sign of g₊ disappears because the jump acts on both sides of ρ. With L_j denoting L with s replaced by J, the contribution is a_j L_j ρ_j L_j†, where

a_j = N(p₋g₋² + p₊g₊²)
 = (N/2+j+1)/[2j(2j+1)] + (N/2−j)/[2(j+1)(2j+1)]
 = [(j+1)(N/2+j+1) + j(N/2−j)]/[2j(j+1)(2j+1)]
 = (N+2)/[4j(j+1)].

The last step uses the numerator (2j+1)(N/2+1). For j = 0 this term is absent, since J vanishes there.

**Jumps that change j**

These need the coupled states themselves. In the multiplet l+½, g = 1/(2l+1), so ⟨s_z⟩ = m/(2l+1) and the last spin is up with probability ½ + m/(2l+1). Lowering from the top state keeps both amplitudes positive:

|l+½,m⟩ = √[(l+½+m)/(2l+1)] |m−½,↑⟩ + √[(l+½−m)/(2l+1)] |m+½,↓⟩.

Orthogonality fixes the other multiplet up to a phase:

|l−½,m⟩ = −√[(l+½−m)/(2l+1)] |m−½,↑⟩ + √[(l+½+m)/(2l+1)] |m+½,↓⟩.

This phase choice is consistent along the ladder: J₋ acting on this state gives a ↓ amplitude proportional to l−½+m, which is positive until the bottom state, as is the ↓ amplitude of the next state.

For a downward jump set l = j−½, so 2l+1 = 2j. The operator s₋ turns the ↑ amplitude √[(j+m)/(2j)] into a ↓ amplitude, which meets √[(j+m−1)/(2j)] in |j−1,m−1⟩. The operator s₊ takes ↓ to ↑ and meets a negative amplitude. For s_z the two components add with the same sign:

⟨j−1,m−1|s₋|j,m⟩ = √[(j+m)(j+m−1)]/(2j),
⟨j−1,m+1|s₊|j,m⟩ = −√[(j−m)(j−m−1)]/(2j),
⟨j−1,m|s_z|j,m⟩ = −√(j²−m²)/(2j).

For an upward jump set l = j+½, so 2l+1 = 2j+2. The initial state is now the lower multiplet, and the same overlaps give

⟨j+1,m−1|s₋|j,m⟩ = −√[(j−m+1)(j−m+2)]/(2j+2),
⟨j+1,m+1|s₊|j,m⟩ = √[(j+m+1)(j+m+2)]/(2j+2),
⟨j+1,m|s_z|j,m⟩ = −√[(j+1)²−m²]/(2j+2).

Let D_j and U_j be the matrices of L built from these elements without their denominators, the amplitudes being summed with λ₋, λ₊, λ_z. This sum comes before the product with the conjugate, because the components of one jump operator interfere. The squared denominators go into the weights:

b_j = N p₋/(2j)² = (N+2j+2)/[4j(2j+1)],
c_j = N p₊/(2j+2)² = (N−2j)/[4(j+1)(2j+1)].

At j = N/2, c_j = 0, as it must, since no larger spin exists. For j = 0 and j = ½ there is no downward jump.

**The closed equations**

The anticommutator does not connect sectors. Any one-site L†L has the form x + y·s, and its sum over sites is K = Nx + y·J. Write K_j for its block. Then

dρ_j/dt = −i[H_j,ρ_j] + Γ D[J₋]ρ_j
 + Σ_μ { a_j L_jρ_jL_j† + b_{j+1} D_{j+1}ρ_{j+1}D_{j+1}†
 + c_{j−1} U_{j−1}ρ_{j−1}U_{j−1}† − ½{K_j,ρ_j} },

where L, D, U and K carry the index μ, and terms from nonexistent sectors are omitted.

For L = √γ s₋, K = γ(N/2+J_z), so the three rates out of |j,m⟩ must add to γ(N/2+m). Take N = 4, j = m = 1:

to j = 1: a(j+m)(j−m+1) = 0.75 × 2 = 1.5,
to j = 0: b(j+m)(j+m−1) = (2/3) × 2 = 1.333,
to j = 2: c(j−m+1)(j−m+2) = (1/12) × 2 = 0.167,

in units of γ. Their sum is 3 = N/2+m. Local loss can thus raise j as well as lower it. For the inverted state of twenty emitters, a = b = 0.05 gives 0.05 × 20 = 1 and 0.05 × 20 × 19 = 19, the split met at the start.

Collective averages are Σ_j Tr(O_jρ_j). The purity also needs the multiplicities. Each sector contributes Tr(ρ_j²) Tr(1)/d_j² to the purity, so

Tr ρ² = Σ_j Tr(ρ_j²)/d_j.

**Which processes move weight between sectors**

H and J₋ commute with J², so they cannot change the weights p_j directly. The effect of local noise on ⟨J²⟩ can be found without the sector formulas. Take loss at rate γ and dephasing D[s_z] at rate κ. In the Heisenberg picture, the dissipators give

s_{x,y} → −½(γ+κ)s_{x,y}, s_z → −γ(s_z+½).

Write J² = 3N/4 + Σ_{i≠k} s_i·s_k and apply the product rule, since each dissipator acts on its own site. The transverse pairs decay at γ+κ and sum to J_x²+J_y²−N/2. Each z pair gives −2γ s_{z,i}s_{z,k} − ½γ(s_{z,i}+s_{z,k}). Summing over i≠k,

d⟨J²⟩/dt = −(γ+κ)(⟨J²−J_z²⟩ − N/2) − 2γ(⟨J_z²⟩ − N/4) − γ(N−1)⟨J_z⟩.

Drive and collective decay are absent; they act on the flow only through the state they prepare. With all N = 20 spins down, the terms are 0 − 190γ + 190γ = 0: nothing is left to lose, and dephasing leaves the state unchanged.

**Twenty driven emitters**

Start from that state with H = ΩJ_x, Ω = 4γ, Γ = 0.2γ and κ = 0.5γ. The reduced equations give:

γt = 0: ⟨J_z⟩ = −10.00, ⟨J²⟩ = 110.0, p₁₀ = 1.000
γt = 0.5: ⟨J_z⟩ = −3.78, ⟨J²⟩ = 97.0, p₁₀ = 0.509
γt = 1: ⟨J_z⟩ = 0.76, ⟨J²⟩ = 58.8, p₁₀ = 0.056
γt = 2: ⟨J_z⟩ = −1.22, ⟨J²⟩ = 24.4, p₁₀ = 0.001
γt = 4: ⟨J_z⟩ = −0.86, ⟨J²⟩ = 25.0, p₁₀ = 0.001

By γt = 0.5 the symmetric ladder holds only half the weight. At γt = 4 the most probable sector is j = 4, with weight 0.212. The state is not completely mixed: that would give ⟨J²⟩ = 3N/4 = 15 and purity 2⁻²⁰ ≈ 9.5×10⁻⁷, against the computed 25.0 and 9.7×10⁻⁶.

The fall of ⟨J²⟩ is not steady. Between the tabulated times it passes a minimum of 23.7 near γt = 1.8, climbs back to about 28 at γt = 2.5–2.75, and then oscillates with shrinking amplitude, reaching 25.3 at γt = 8. By the moment equation every such rise comes from local noise, and in the sector equations only the upward transfers c_j can produce it. The numerical check compares the transfer rule and the evolution with full-space calculations for small N, and the purely local case at N = 20 with its exact product state.

**Limits of the reduction**

Site-dependent rates, or couplings that depend on which sites are involved, break the symmetry of the generator, and in general the blocks no longer close. Isotropic exchange Σ_{i<k} g_ik s_i·s_k is an exception: it commutes with J, and hence with every permutation-invariant ρ, so it has no effect on such states when the rest of the generator is symmetric. A non-invariant initial state is less serious. Averaging over permutations commutes with a symmetric generator, so the reduced equations started from the averaged state still give the correct expectation values of permutation-invariant observables. They do not give single-site differences or the purity of the original state.

Table of computed values

```
transfer rule, N=4 and 5: max error = 1.8e-15
full vs reduced evolution, N=5: max error = 6.9e-17
purity N=5: full 0.04220906, reduced 0.04220906
product-state sector weights, N=20: max error = 8.0e-16
N=5: reduced elements 56, full elements 1.0240e+03
N=20: reduced elements 1771, full elements 1.0995e+12
N=100: reduced elements 176851, full elements 1.6069e+60
Local-loss rates from |j,m>, in units of gamma:
  N=4, j=1, m=1 -> j=1: weight 0.750000, rate 1.500000
  N=4, j=1, m=1 -> j=0: weight 0.666667, rate 1.333333
  N=4, j=1, m=1 -> j=2: weight 0.083333, rate 0.166667
  total rate = 3.000000
  N=20, j=10, m=10 -> j=10: weight 0.050000, rate 1.000000
  N=20, j=10, m=10 -> j=9: weight 0.050000, rate 19.000000
  total rate = 20.000000
Driven example: N=20, all down at t=0; rates in units of gamma
  drive=4.0, collective decay=0.2, local loss=1.0, dephasing=0.5
  nonzero generator entries = 15230
  gamma*t     <Jz>      <J^2>     p(j=10)    purity
   0.00   -10.00000  110.00000   1.000000  1.0000e+00
   0.25    -7.34728  107.57106   0.884814  7.7218e-01
   0.50    -3.77854   96.96481   0.509395  2.4362e-01
   1.00     0.76023   58.81955   0.055544  3.1402e-03
   2.00    -1.21687   24.44826   0.000961  6.6876e-06
   4.00    -0.86208   25.03004   0.000865  9.6990e-06
  d<J^2>/dt moment equation: max error = 3.2e-14 gamma
Sector weights at gamma*t = 4.0:
  j= 0: p_j = 0.006033, multiplicity = 16796
  j= 1: p_j = 0.050684, multiplicity = 41990
  j= 2: p_j = 0.121332, multiplicity = 48450
  j= 3: p_j = 0.185645, multiplicity = 38760
  j= 4: p_j = 0.212007, multiplicity = 23256
  j= 5: p_j = 0.188616, multiplicity = 10659
  j= 6: p_j = 0.131156, multiplicity = 3705
  j= 7: p_j = 0.069782, multiplicity = 950
  j= 8: p_j = 0.027025, multiplicity = 170
  j= 9: p_j = 0.006857, multiplicity = 19
  j=10: p_j = 0.000865, multiplicity = 1
```
